# A Kohn-Sham defect eigenvalue is not a thermodynamic transition level: verification in Python

```python
"""Defect eigenvalue versus thermodynamic transition level (0/-).

Result under test, for an electron trap in a polarizable lattice:
  occupied eigenvalue - thermodynamic level = C - R,
C = eigenvalue - vertical total-energy difference (curvature error),
R = lattice energy released after vertical removal of the electron.
Periodic-cell values need different charge corrections for each quantity.
Hartree atomic units; the conduction-band edge is the zero of energy.
EPS_INF, EPS_STATIC: electronic and static dielectric constants.
The lattice polarization is labelled by the density to which it is adapted.
An isolated radial solver and a 3D periodic solver are independent roads.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.fft import rfftn, irfftn, fftfreq, rfftfreq
from scipy.constants import physical_constants
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
WELL_DEPTH, WELL_WIDTH = 0.5, 2.0
EPS_INF, EPS_STATIC = 4.0, 10.0
KAPPA = 1 / EPS_INF - 1 / EPS_STATIC

# Radial sine grid: reduced wavefunction u(r) vanishes at 0 and RADIUS.
RADIUS, NPOINTS = 40.0, 159
step = RADIUS / (NPOINTS + 1)
index = np.arange(1, NPOINTS + 1)
r = step * index
sine = np.sqrt(2 / (NPOINTS + 1)) * np.sin(
    np.pi * np.outer(index, index) / (NPOINTS + 1))
kinetic_values = 0.5 * (np.pi * index / RADIUS) ** 2
kinetic = (sine * kinetic_values) @ sine
inverse_kinetic = (sine / kinetic_values) @ sine
radial_well = -WELL_DEPTH * np.exp(-r**2 / (2 * WELL_WIDTH**2))


def exchange_potential(density):
    """Local exchange potential of a fully spin-polarized density."""
    return -np.cbrt(6 * density / np.pi)


def radial_coulomb(shell):
    """Potential of a spherical charge; shell = 4 pi r^2 density."""
    total = step * shell.sum()
    return (inverse_kinetic @ (shell / (2 * r)) + total * r / RADIUS) / r


def solve_isolated(occupation, lattice=None, local_exchange=True,
                   eps_static=EPS_STATIC):
    """Return eigenvalue, total energy and shell density.

    lattice=None relaxes the lattice; otherwise its polarization is frozen.
    local_exchange=False uses the exact one-electron functional.
    """
    kappa = 1 / EPS_INF - 1 / eps_static
    shell = occupation * r**2 * np.exp(-0.2 * r**2)
    shell *= occupation / (step * shell.sum())
    for _ in range(500):
        adapted = shell if lattice is None else lattice
        potential = radial_well - kappa * radial_coulomb(adapted)
        if local_exchange:
            density = shell / (4 * np.pi * r**2)
            potential = potential + (radial_coulomb(shell)
                                     + exchange_potential(density)) / EPS_INF
        value, vector = eigh(kinetic + np.diag(potential),
                             subset_by_index=[0, 0])
        u = vector[:, 0]
        new_shell = occupation * u**2 / step
        change = np.max(np.abs(new_shell - shell))
        if change < 1e-10:
            break
        shell = 0.4 * shell + 0.6 * new_shell
    assert change < 1e-8
    shell = new_shell
    adapted = shell if lattice is None else lattice
    lattice_potential = radial_coulomb(adapted)
    energy = occupation * (u @ kinetic @ u + radial_well @ u**2)
    energy -= kappa * step * ((shell - 0.5 * adapted) @ lattice_potential)
    if local_exchange:
        density = shell / (4 * np.pi * r**2)
        energy += step * (shell @ (0.5 * radial_coulomb(shell)
                          + 0.75 * exchange_potential(density))) / EPS_INF
    return value[0], energy, shell


def lattice_energy(shell, eps_static=EPS_STATIC):
    """Energy of the empty defect in the frozen polarized lattice."""
    kappa = 1 / EPS_INF - 1 / eps_static
    return 0.5 * kappa * step * (shell @ radial_coulomb(shell))


def solve_cell(length, relaxed):
    """One electron in a cubic cell: eigenvalue, energy, (n|n), <r^2>."""
    kappa = KAPPA if relaxed else 0.0
    m = int(round(length / 0.8))
    h = length / m
    x = np.arange(m) * h - length / 2
    profile = sum(np.exp(-(x - j * length)**2 / (2 * WELL_WIDTH**2))
                  for j in (-1, 0, 1))
    well = -WELL_DEPTH * (profile[:, None, None] * profile[None, :, None]
                          * profile[None, None, :])
    r2 = x[:, None, None]**2 + x[None, :, None]**2 + x[None, None, :]**2
    k = 2 * np.pi * fftfreq(m, h)
    kz = 2 * np.pi * rfftfreq(m, h)
    k2 = k[:, None, None]**2 + k[None, :, None]**2 + kz[None, None, :]**2
    coulomb = 4 * np.pi / np.where(k2 > 0, k2, np.inf)
    shape, volume = (m, m, m), h**3
    phi = np.exp(-0.1 * r2)
    phi /= np.sqrt(volume * np.sum(phi**2))
    for _ in range(400):
        density = phi**2
        hartree = irfftn(rfftn(density) * coulomb, s=shape)
        v_x = exchange_potential(density)
        potential = well + (hartree + v_x) / EPS_INF - kappa * hartree
        kinetic_phi = irfftn(rfftn(phi) * k2 / 2, s=shape)
        h_phi = kinetic_phi + potential * phi
        value = volume * np.sum(phi * h_phi)
        residual = np.sqrt(volume * np.sum((h_phi - value * phi)**2))
        if residual < 1e-7:
            break
        # Green-function step towards the lowest bound state
        new = -irfftn(rfftn(potential * phi)
                      / (k2 / 2 - min(value, -0.02)), s=shape)
        new /= np.sqrt(volume * np.sum(new**2))
        phi = 0.3 * phi + 0.7 * new
        phi /= np.sqrt(volume * np.sum(phi**2))
    assert residual < 1e-6
    repulsion = volume * np.sum(density * hartree)
    energy = volume * np.sum(phi * kinetic_phi + density * well
                             + 0.75 * density * v_x / EPS_INF)
    energy += 0.5 * repulsion * (1 / EPS_INF - kappa)
    return value, energy, repulsion, volume * np.sum(density * r2)


def madelung(width):
    """Cubic Madelung constant from a Gaussian charge in a unit cell."""
    n = np.arange(-16, 17)
    g2 = 4 * np.pi**2 * (n[:, None, None]**2 + n[None, :, None]**2
                         + n[None, None, :]**2)
    g2 = g2[g2 > 0]
    periodic = np.sum(4 * np.pi * np.exp(-g2 * width**2) / g2)
    return 1 / (width * np.sqrt(np.pi)) - periodic + 4 * np.pi * width**2


def show(label, value, unit="hartree"):
    print(f"{label}: {value:.5f} {unit}")


# Basic ingredients against independent results
sample = np.array([0.002, 0.02, 0.2])
reference_exchange = libxc.eval_xc("LDA,", (sample, 0 * sample), spin=1)[0]
assert np.allclose(0.75 * exchange_potential(sample), reference_exchange,
                   rtol=1e-6)
gaussian = 4 * np.pi * r**2 * np.exp(-r**2 / 8) / (8 * np.pi)**1.5
assert abs(step * (gaussian @ radial_coulomb(gaussian))
           - 1 / (2 * np.sqrt(np.pi))) < 1e-8
alpha = madelung(0.08)
assert abs(alpha - madelung(0.07)) < 1e-8

# Isolated defect with local exchange
undistorted = np.zeros(NPOINTS)
empty_eigenvalue = eigh(kinetic + np.diag(radial_well),
                        eigvals_only=True, subset_by_index=[0, 0])[0]
occupied, level, shell = solve_isolated(1.0)
relaxation = lattice_energy(shell)
removal = level - relaxation
capture_eigenvalue, capture, _ = solve_isolated(1.0, undistorted)
curvature = occupied - removal
assert curvature > 0 and relaxation > 0
assert removal < level < capture

# Integrating the eigenvalue must reproduce the total-energy difference.
# occupation = t^3 removes the cube-root behaviour of exchange.
nodes, weights = np.polynomial.legendre.leggauss(8)
t = 0.5 * (nodes + 1)
path = np.array([solve_isolated(a**3, shell)[0] for a in t])
janak = np.sum(0.5 * weights * 3 * t**2 * path)
assert abs(janak - removal) < 1e-5
half_eigenvalue = solve_isolated(0.5, shell)[0]
assert abs(half_eigenvalue - removal) < abs(curvature)

# The relaxed polarization must minimize the total energy.
below = solve_isolated(1.0, 0.98 * shell)[1]
above = solve_isolated(1.0, 1.02 * shell)[1]
assert below > level and above > level
assert abs(above - below) / 0.04 < 1e-5

# Exact one-electron functional: no curvature, but relaxation remains
exact_occupied, exact_level, exact_shell = solve_isolated(
    1.0, local_exchange=False)
exact_relaxation = lattice_energy(exact_shell)
exact_half = solve_isolated(0.5, exact_shell, local_exchange=False)[0]
assert abs(exact_half - exact_occupied) < 1e-7
assert abs(exact_occupied - (exact_level - exact_relaxation)) < 1e-7
assert exact_occupied < exact_level < empty_eigenvalue

print("Model and isolated defect, local exchange")
show("well depth", WELL_DEPTH)
show("well width", WELL_WIDTH, "bohr")
show("electronic dielectric constant", EPS_INF, "(dimensionless)")
show("static dielectric constant", EPS_STATIC, "(dimensionless)")
show("ionic coupling kappa", KAPPA, "(dimensionless)")
show("one hartree", HARTREE_EV, "eV")
show("empty eigenvalue, neutral defect", empty_eigenvalue)
show("occupied eigenvalue, relaxed negative", occupied)
show("occupied eigenvalue, same", occupied * HARTREE_EV, "eV")
show("thermodynamic level (0/-)", level)
show("thermodynamic level, same", level * HARTREE_EV, "eV")
show("vertical removal level", removal)
show("integral of eigenvalue over occupation", janak)
show("half-occupation eigenvalue", half_eigenvalue)
show("vertical capture level", capture)
show("occupied eigenvalue, undistorted lattice", capture_eigenvalue)
show("curvature error C", curvature)
show("relaxation energy R", relaxation)
show("C - R", curvature - relaxation)
show("C - R, same", (curvature - relaxation) * HARTREE_EV, "eV")
print("Exact one-electron functional")
show("occupied eigenvalue", exact_occupied)
show("thermodynamic level", exact_level)
show("relaxation energy", exact_relaxation)
show("relaxation energy, same", exact_relaxation * HARTREE_EV, "eV")

print("Local exchange, other static dielectric constants")
differences = []
for eps in (5.0, 20.0):
    value, energy, other_shell = solve_isolated(1.0, eps_static=eps)
    other_r = lattice_energy(other_shell, eps)
    differences.append(value - energy)
    print(f"eps0 {eps:.0f}: C {value - energy + other_r:.5f}, "
          f"R {other_r:.5f}, C-R {value - energy:.5f} hartree")
assert differences[0] > curvature - relaxation > differences[1]

# Periodic cells: corrections use only cell data and dielectric constants.
print("Periodic cells: raw -> corrected, hartree")
show("cubic Madelung constant", alpha, "(dimensionless)")
targets = np.array([level, occupied, removal, capture])
names = ("level", "eigenvalue", "removal", "capture")
for length in (16.0, 24.0, 32.0):
    cell_value, cell_energy, repulsion, moment = solve_cell(length, True)
    _, cell_capture, _, capture_moment = solve_cell(length, False)
    shift = -alpha / length + 4 * np.pi * moment / (3 * length**3)
    capture_shift = (-alpha / length
                     + 4 * np.pi * capture_moment / (3 * length**3))
    raw = np.array([cell_energy, cell_value,
                    cell_energy - 0.5 * KAPPA * repulsion, cell_capture])
    corrections = np.array([shift / (2 * EPS_STATIC), shift / EPS_STATIC,
                            shift * (1 / EPS_STATIC - KAPPA) / 2,
                            capture_shift / (2 * EPS_INF)])
    corrected = raw - corrections
    print(f"L = {length:.0f} bohr, <r^2> = {moment:.3f} bohr^2")
    for name, before, after in zip(names, raw, corrected):
        print(f"  {name}: {before:.5f} -> {after:.5f}")
    if length >= 24:
        assert abs(corrected[0] - level) < 3e-4
    if length == 32:
        # allowance: image overlap and orbital response to the background
        assert np.all(np.abs(corrected - targets) < 3e-4)
        assert np.all(np.abs(raw - targets) > 1e-3)
        assert raw[2] > removal and raw[0] < level

print("OK")
```

It prints:

```
Model and isolated defect, local exchange
well depth: 0.50000 hartree
well width: 2.00000 bohr
electronic dielectric constant: 4.00000 (dimensionless)
static dielectric constant: 10.00000 (dimensionless)
ionic coupling kappa: 0.15000 (dimensionless)
one hartree: 27.21139 eV
empty eigenvalue, neutral defect: -0.09799 hartree
occupied eigenvalue, relaxed negative: -0.11229 hartree
occupied eigenvalue, same: -3.05551 eV
thermodynamic level (0/-): -0.11733 hartree
thermodynamic level, same: -3.19284 eV
vertical removal level: -0.14350 hartree
integral of eigenvalue over occupation: -0.14350 hartree
half-occupation eigenvalue: -0.14553 hartree
vertical capture level: -0.09189 hartree
occupied eigenvalue, undistorted lattice: -0.06242 hartree
curvature error C: 0.03121 hartree
relaxation energy R: 0.02616 hartree
C - R: 0.00505 hartree
C - R, same: 0.13733 eV
Exact one-electron functional
occupied eigenvalue: -0.15031 hartree
thermodynamic level: -0.12380 hartree
relaxation energy: 0.02651 hartree
relaxation energy, same: 0.72136 eV
Local exchange, other static dielectric constants
eps0 5: C 0.03007, R 0.00840, C-R 0.02167 hartree
eps0 20: C 0.03176, R 0.03550, C-R -0.00374 hartree
Periodic cells: raw -> corrected, hartree
cubic Madelung constant: 2.83730 (dimensionless)
L = 16 bohr, <r^2> = 9.030 bohr^2
  level: -0.12631 -> -0.11790
  eigenvalue: -0.12973 -> -0.11292
  removal: -0.13957 -> -0.14378
  capture: -0.11375 -> -0.09293
L = 24 bohr, <r^2> = 8.662 bohr^2
  level: -0.12312 -> -0.11734
  eigenvalue: -0.12385 -> -0.11229
  removal: -0.14062 -> -0.14351
  capture: -0.10631 -> -0.09191
L = 32 bohr, <r^2> = 8.653 bohr^2
  level: -0.12171 -> -0.11733
  eigenvalue: -0.12104 -> -0.11229
  removal: -0.14132 -> -0.14350
  capture: -0.10281 -> -0.09189
OK
```
